# Heavier hydrogen leaves classical structure unchanged, except under rigid bonds: a numerical check

```python
"""Classical structure does not depend on nuclear mass; rigid bonds are an exception.

Result under test: without constraints, canonical sampling gives exp(-V/kT) in
configuration space for any masses. Heavier end atoms change only frequencies and
the stable time step. With rigid bonds the angle density gains the factor
sqrt(1 - a^2 cos^2(theta)), a = m_end/(m_end + m_mid), which depends on mass.

Model: planar molecule end-mid-end. Complex numbers represent plane vectors.
d[0], d[1] : vectors from the middle atom to the two end atoms (angstrom)
w[0], w[1] : their time derivatives (angstrom/fs)
V = S(r1) + S(r2) + B cos(theta), theta = angle between d[0] and d[1]
S(r) = K/2 (x^2 - ALPHA x^3 + 7/12 ALPHA^2 x^4), x = r - R0
Internal units: eV, angstrom, fs; masses are given in u and converted by MU.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_discrete_lyapunov
from scipy.special import iv

MU = sc.atomic_mass * 1e10 / sc.e        # 1 u in eV fs^2 / angstrom^2
HBAR = sc.hbar / sc.e * 1e15             # eV fs
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
K, ALPHA, R0, B, KT = 32.0, 2.0, 1.0, 0.05, 0.025
LIGHT, HEAVIER, BIG = 1.0, 4.0, 12.0     # masses in u
REPLICAS = 800
FLEXIBLE_DRAWS, FLEXIBLE_BURN = 70, 25   # velocity draws, and those discarded
RIGID_DRAWS, RIGID_BURN = 26, 8
theta = np.linspace(0, 2 * np.pi, 4000, endpoint=False)


def dot(p, q):
    return (np.conj(p) * q).real


def stretch_energy(r):
    x = r - R0
    return 0.5 * K * (x**2 - ALPHA * x**3 + 7 / 12 * ALPHA**2 * x**4)


def energy(d):
    r = np.abs(d)
    return stretch_energy(r).sum(0) + B * dot(d[0], d[1]) / (r[0] * r[1])


def total_energy(d, w, m_end, m_mid):
    """Potential plus kinetic energy in the centre-of-mass frame."""
    pair = w.sum(0)
    kinetic = 0.5 * MU * (m_end * dot(w, w).sum(0)
                          - m_end**2 * dot(pair, pair) / (2 * m_end + m_mid))
    return energy(d) + kinetic


def end_forces(d):
    """Forces on the end atoms; the middle atom feels minus their sum."""
    r = np.abs(d)
    u = d / r
    x = r - R0
    slope = K * x * (1 - 1.5 * ALPHA * x + 7 / 6 * ALPHA**2 * x * x)
    return -slope * u - B * (u[::-1] - dot(u[0], u[1]) * u) / r


def relative_response(g, m_end, m_mid):
    """Change of relative velocity rate caused by forces g on the end atoms."""
    return g / (m_end * MU) + g.sum(0) / (m_mid * MU)


def bond_forces(d, target, m_end, m_mid):
    """Forces along the bonds whose response has dot(d, response) = target."""
    diag = 1 / (m_end * MU) + 1 / (m_mid * MU)
    a00, a11 = diag * dot(d[0], d[0]), diag * dot(d[1], d[1])
    a01 = dot(d[0], d[1]) / (m_mid * MU)
    det = a00 * a11 - a01**2
    return d * np.array([(a11 * target[0] - a01 * target[1]) / det,
                         (a00 * target[1] - a01 * target[0]) / det])


def remove_stretching(d, w, m_end, m_mid):
    """Velocities after impulses along the bonds stop all bond stretching."""
    return w + relative_response(
        bond_forces(d, -dot(d, w), m_end, m_mid), m_end, m_mid)


def acceleration(d, w, m_end, m_mid, rigid):
    acc = relative_response(end_forces(d), m_end, m_mid)
    if rigid:
        target = -dot(w, w) - dot(d, acc)
        acc = acc + relative_response(
            bond_forces(d, target, m_end, m_mid), m_end, m_mid)
    return acc


def thermal_velocities(rng, d, m_end, m_mid, rigid):
    """Maxwell velocities of three atoms; rigid bonds remove bond stretching."""
    def maxwell(mass, shape):
        raw = rng.normal(size=shape) + 1j * rng.normal(size=shape)
        return raw * np.sqrt(KT / (mass * MU))
    w = maxwell(m_end, d.shape) - maxwell(m_mid, d.shape[1:])
    return remove_stretching(d, w, m_end, m_mid) if rigid else w


def sample(m_end, m_mid, rigid, dt, step_range, seed):
    """Thermostatted trajectories; returns means and standard errors of
    bond length, squared stretch and cos(theta). Flexible molecules start with
    uniform angles, rigid ones with the mass-free density exp(-V/kT)."""
    rng = np.random.default_rng(seed)
    if rigid:
        draws, burn = RIGID_DRAWS, RIGID_BURN
        start = np.exp(-B * np.cos(theta) / KT)
        angle = rng.choice(theta, size=REPLICAS, p=start / start.sum())
    else:
        draws, burn = FLEXIBLE_DRAWS, FLEXIBLE_BURN
        angle = rng.uniform(0, 2 * np.pi, REPLICAS)
    d = R0 * np.array([np.ones(REPLICAS, complex), np.exp(1j * angle)])
    sums, count = np.zeros((3, REPLICAS)), 0
    args = (m_end, m_mid, rigid)
    for draw in range(draws):
        w = thermal_velocities(rng, d, *args)
        energy_before = total_energy(d, w, m_end, m_mid)
        for step in range(int(rng.integers(*step_range))):
            a1 = acceleration(d, w, *args)
            w2 = w + 0.5 * dt * a1
            a2 = acceleration(d + 0.5 * dt * w, w2, *args)
            w3 = w + 0.5 * dt * a2
            a3 = acceleration(d + 0.5 * dt * w2, w3, *args)
            w4 = w + dt * a3
            a4 = acceleration(d + dt * w3, w4, *args)
            d = d + dt / 6 * (w + 2 * w2 + 2 * w3 + w4)
            w = w + dt / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
            if rigid:
                length = np.abs(d)
                assert np.max(np.abs(length - R0)) < 1e-3
                d = d * (R0 / length)
                w = remove_stretching(d, w, m_end, m_mid)
            if draw >= burn and step % 5 == 0:
                r = np.abs(d)
                sums[0] += r.mean(0)
                sums[1] += ((r - R0)**2).mean(0)
                sums[2] += dot(d[0], d[1]) / (r[0] * r[1])
                count += 1
        drift = total_energy(d, w, m_end, m_mid) - energy_before
        assert np.mean(np.abs(drift)) < 0.01 * KT
    per_replica = sums / count
    return (per_replica.mean(1),
            per_replica.std(1, ddof=1) / np.sqrt(REPLICAS))


# Forces agree with numerical derivatives of the energy.
probe = np.array([1.04 + 0.1j, -0.3 + 0.93j])
for atom in range(2):
    for direction in (1.0, 1j):
        shift = np.zeros(2, complex)
        shift[atom] = 1e-5 * direction
        slope = (energy(probe + shift) - energy(probe - shift)) / 2e-5
        assert abs(slope + dot(direction, end_forces(probe)[atom])) < 1e-6


# Kinetic metric from Cartesian positions: masses factor only if bonds can stretch.
def metric(q, m_end, m_mid):
    def positions(c):
        x, y, phi1, phi2, r1, r2 = c
        return np.array([x + r1 * np.cos(phi1), y + r1 * np.sin(phi1), x, y,
                         x + r2 * np.cos(phi2), y + r2 * np.sin(phi2)])
    jac = np.array([(positions(q + s) - positions(q - s)) / 2e-5
                    for s in 1e-5 * np.eye(6)]).T
    return jac.T @ np.diag([m_end] * 2 + [m_mid] * 2 + [m_end] * 2) @ jac


def coupling(m_end, m_mid):
    return m_end / (m_end + m_mid)


for me, mm in ((LIGHT, BIG), (HEAVIER, BIG), (BIG, LIGHT), (BIG, HEAVIER)):
    square = metric(np.array([0, 0, 0.2, 0.2 + np.pi / 2, R0, R0]), me, mm)
    for th in (0.4, 1.1, 2.7):
        g = metric(np.array([0, 0, 0.2, 0.2 + th, 0.9, 1.2]), me, mm)
        assert abs(np.linalg.det(g) / (me**4 * mm**2 * (0.9 * 1.2)**2) - 1) < 1e-6
        g = metric(np.array([0, 0, 0.2, 0.2 + th, R0, R0]), me, mm)
        ratio = np.linalg.det(g[:4, :4]) / np.linalg.det(square[:4, :4])
        assert abs(ratio - 1 + (coupling(me, mm) * np.cos(th))**2) < 1e-6

# Mass-free configurational averages.
r_grid = np.linspace(R0 - 0.35, R0 + 0.35, 4001)
r_weight = r_grid * np.exp(-stretch_energy(r_grid) / KT)


def mean_cos(a):
    weight = np.sqrt(1 - (a * np.cos(theta))**2) * np.exp(-B * np.cos(theta) / KT)
    return np.sum(weight * np.cos(theta)) / np.sum(weight)


exact = np.array([np.average(r_grid, weights=r_weight),
                  np.average((r_grid - R0)**2, weights=r_weight), mean_cos(0.0)])
assert abs(exact[2] + iv(1, B / KT) / iv(0, B / KT)) < 1e-10

print(f"stretch stiffness {K:.1f} eV/A^2, anharmonicity {ALPHA:.1f} 1/A")
print(f"reference bond length {R0:.1f} A, bend strength {B:.3f} eV, kT {KT:.3f} eV")
print(f"trajectories per case {REPLICAS}")
print("FLEXIBLE BONDS, middle atom %.0f u" % BIG)
print(f"velocity draws {FLEXIBLE_DRAWS}, of which discarded {FLEXIBLE_BURN}")
print(f"integral: mean bond length {exact[0]:.5f} A = {exact[0] / BOHR:.5f} bohr")
print(f"integral: mean squared stretch {exact[1]:.3e} A^2")
print(f"integral: mean cos(theta) {exact[2]:.4f}")
for index, me in enumerate((LIGHT, HEAVIER)):
    mean, err = sample(me, BIG, False, 0.5, (50, 91), 11 + index)
    assert np.all(np.abs(mean - exact) < 4.5 * err), (me, mean, exact, err)
    assert err[0] < 5e-4 and err[1] < 0.04 * exact[1] and err[2] < 0.02
    print(f"dynamics, ends {me:.0f} u: bond length {mean[0]:.5f} +- {err[0]:.5f} A")
    print(f"dynamics, ends {me:.0f} u: squared stretch {mean[1]:.3e} +- {err[1]:.1e} A^2")
    print(f"dynamics, ends {me:.0f} u: cos(theta) {mean[2]:.4f} +- {err[2]:.4f}")


# Frequencies from numerical derivatives; stability from actual Verlet runs.
LINEAR = np.array([-R0, R0], complex)


def squared_frequencies(m_end, m_mid):
    columns = []
    for atom in range(2):
        for direction in (1.0, 1j):
            s = np.zeros(2, complex)
            s[atom] = 1e-5 * direction
            diff = (relative_response(end_forces(LINEAR + s), m_end, m_mid)
                    - relative_response(end_forces(LINEAR - s), m_end, m_mid)) / 2e-5
            columns.append([diff[0].real, diff[0].imag, diff[1].real, diff[1].imag])
    return np.sort(np.linalg.eigvals(-np.array(columns).T).real)


def verlet_growth(m_end, m_mid, dt):
    start = 1e-8
    d = LINEAR + np.array([-start, 0.0])
    w = np.zeros(2, complex)
    acc, largest = relative_response(end_forces(d), m_end, m_mid), 0.0
    for _ in range(50):
        w = w + 0.5 * dt * acc
        d = d + dt * w
        acc = relative_response(end_forces(d), m_end, m_mid)
        w = w + 0.5 * dt * acc
        largest = max(largest, np.max(np.abs(d - LINEAR)) / start)
    return largest


print("DYNAMICS AND TIME STEP, flexible bonds")
limits, bends, symmetric, omegas = [], [], [], []
for me in (LIGHT, HEAVIER):
    inverse = (1 / me + 2 / BIG) / MU
    squares = squared_frequencies(me, BIG)
    predicted = np.array([2 * B * inverse / R0**2, K / (me * MU), K * inverse])
    assert np.allclose(squares[1:], predicted, rtol=1e-5)
    assert abs(squares[0]) < 1e-6 * squares[3]
    omega = np.sqrt(squares[3])
    limit = 2 / omega
    assert verlet_growth(me, BIG, 0.99 * limit) < 5
    assert verlet_growth(me, BIG, 1.01 * limit) > 1e3
    periods = 2 * np.pi / np.sqrt(squares[1:])
    omegas.append(omega)
    limits.append(limit)
    bends.append(periods[0])
    symmetric.append(periods[1])
    print(f"ends {me:.0f} u: antisymmetric stretch period {periods[2]:.2f} fs")
    print(f"ends {me:.0f} u: symmetric stretch period {periods[1]:.2f} fs")
    print(f"ends {me:.0f} u: bend period {periods[0]:.1f} fs")
    print(f"ends {me:.0f} u: Verlet stability limit {limit:.3f} fs")
    print(f"ends {me:.0f} u: limit steps per bend period {periods[0] / limit:.2f}")
assert abs(bends[0] / limits[0] - bends[1] / limits[1]) < 1e-3
print(f"gain in stable time step {limits[1] / limits[0]:.4f}")
print(f"square root of end-mass ratio {np.sqrt(HEAVIER / LIGHT):.4f}")
print(f"slowing of symmetric stretch {symmetric[1] / symmetric[0]:.4f}")

# Rigid bonds: constrained trajectories against the mass-dependent density.
# A light middle atom between heavy ends needs the shorter integration step.
print("RIGID BONDS, mean cos(theta)")
print(f"velocity draws {RIGID_DRAWS}, of which discarded {RIGID_BURN}")
rigid_results = []
for mm, dt, step_range, seed in ((LIGHT, 1.0, (110, 191), 31),
                                 (HEAVIER, 2.0, (55, 96), 32)):
    expected = mean_cos(coupling(BIG, mm))
    mean, err = sample(BIG, mm, True, dt, step_range, seed)
    assert abs(mean[2] - expected) < 4.5 * err[2], (mm, mean[2], expected, err[2])
    rigid_results.append((mean[2], err[2]))
    print(f"ends {BIG:.0f} u, middle {mm:.0f} u: a = {coupling(BIG, mm):.4f}, "
          f"density {expected:.4f}")
    print(f"ends {BIG:.0f} u, middle {mm:.0f} u: dynamics {mean[2]:.4f} +- {err[2]:.4f}")
(c1, e1), (c2, e2) = rigid_results
assert abs(c1 - c2) > 3 * np.hypot(e1, e2)
assert abs(c1 - exact[2]) > 5 * e1
for me in (LIGHT, HEAVIER):
    a = coupling(me, BIG)
    print(f"ends {me:.0f} u, middle {BIG:.0f} u: a = {a:.4f}, density {mean_cos(a):.4f}")

# Harmonic antisymmetric stretch: finite-step and quantum variances.
print("HARMONIC ANTISYMMETRIC STRETCH, middle atom %.0f u" % BIG)
STEP = 1.0
print(f"exact classical variance {KT / K:.4e} A^2, rms {np.sqrt(KT / K):.4f} A")
x_grid = np.linspace(-0.7, 0.7, 181)
dx = x_grid[1] - x_grid[0]
offset = np.subtract.outer(np.arange(181), np.arange(181))
kinetic = np.where(offset == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(offset) / np.where(offset == 0, 1, offset)**2)
for me, omega in zip((LIGHT, HEAVIER), omegas):
    mass = MU / (1 / me + 2 / BIG)
    kick = np.array([[1, 0], [-0.5 * K * STEP, 1]])
    drift = np.array([[1, STEP / mass], [0, 1]])
    verlet = kick @ drift @ kick
    keep = 0.8
    refresh = np.diag([1, keep])
    noise = np.diag([0, (1 - keep**2) * mass * KT])
    total = refresh @ verlet @ refresh
    added = refresh @ verlet @ noise @ verlet.T @ refresh.T + noise
    variance = solve_discrete_lyapunov(total, added)[0, 0]
    assert abs(variance * K / KT * (1 - (omega * STEP)**2 / 4) - 1) < 1e-5
    levels, states = np.linalg.eigh(HBAR**2 / (2 * mass * dx**2) * kinetic
                                    + np.diag(0.5 * K * x_grid**2))
    squares = (states**2 * x_grid[:, None]**2).sum(0)
    for temperature in (0.2, KT):
        population = np.exp(-(levels - levels[0]) / temperature)
        quantum = np.average(squares, weights=population)
        formula = HBAR * omega / (2 * K) / np.tanh(HBAR * omega / (2 * temperature))
        assert abs(quantum / formula - 1) < 1e-5
    print(f"ends {me:.0f} u: Verlet variance / exact at {STEP:.1f} fs {variance * K / KT:.4f}")
    print(f"ends {me:.0f} u: quantum energy spacing {HBAR * omega:.4f} eV")
    print(f"ends {me:.0f} u: quantum rms amplitude {np.sqrt(quantum):.4f} A")

print("PASS")
```

Output:

```
stretch stiffness 32.0 eV/A^2, anharmonicity 2.0 1/A
reference bond length 1.0 A, bend strength 0.050 eV, kT 0.025 eV
trajectories per case 800
FLEXIBLE BONDS, middle atom 12 u
velocity draws 70, of which discarded 25
integral: mean bond length 1.00315 A = 1.89568 bohr
integral: mean squared stretch 8.077e-04 A^2
integral: mean cos(theta) -0.6978
dynamics, ends 1 u: bond length 1.00314 +- 0.00002 A
dynamics, ends 1 u: squared stretch 8.066e-04 +- 5.1e-06 A^2
dynamics, ends 1 u: cos(theta) -0.7005 +- 0.0040
dynamics, ends 4 u: bond length 1.00315 +- 0.00002 A
dynamics, ends 4 u: squared stretch 8.101e-04 +- 5.3e-06 A^2
dynamics, ends 4 u: cos(theta) -0.6942 +- 0.0072
DYNAMICS AND TIME STEP, flexible bonds
ends 1 u: antisymmetric stretch period 10.47 fs
ends 1 u: symmetric stretch period 11.31 fs
ends 1 u: bend period 187.3 fs
ends 1 u: Verlet stability limit 3.332 fs
ends 1 u: limit steps per bend period 56.20
ends 4 u: antisymmetric stretch period 17.52 fs
ends 4 u: symmetric stretch period 22.62 fs
ends 4 u: bend period 313.4 fs
ends 4 u: Verlet stability limit 5.576 fs
ends 4 u: limit steps per bend period 56.20
gain in stable time step 1.6733
square root of end-mass ratio 2.0000
slowing of symmetric stretch 2.0000
RIGID BONDS, mean cos(theta)
velocity draws 26, of which discarded 8
ends 12 u, middle 1 u: a = 0.9231, density -0.6089
ends 12 u, middle 1 u: dynamics -0.6040 +- 0.0062
ends 12 u, middle 4 u: a = 0.7500, density -0.6580
ends 12 u, middle 4 u: dynamics -0.6602 +- 0.0055
ends 1 u, middle 12 u: a = 0.0769, density -0.6975
ends 4 u, middle 12 u: a = 0.2500, density -0.6948
HARMONIC ANTISYMMETRIC STRETCH, middle atom 12 u
exact classical variance 7.8125e-04 A^2, rms 0.0280 A
ends 1 u: Verlet variance / exact at 1.0 fs 1.0990
ends 1 u: quantum energy spacing 0.3950 eV
ends 1 u: quantum rms amplitude 0.0786 A
ends 4 u: Verlet variance / exact at 1.0 fs 1.0332
ends 4 u: quantum energy spacing 0.2361 eV
ends 4 u: quantum rms amplitude 0.0607 A
PASS
```
